# Blöchl's PAW transformation and the cancellation of its one-centre cross terms

Near a nucleus a valence orbital $\psi$ varies rapidly, and we wish to compute with a smooth function $\tilde\psi$ instead. Let the rapid variation be confined to a sphere $\Omega$ of radius $r_c$, and let it be described there by functions $\phi_i$, the partial waves, each paired with a smooth partner $\tilde\phi_i$. An invariance constrains how these pairs may enter the answer. Nothing physical can depend on the basis chosen for the pairs, so the simultaneous replacement

$$
\phi_i\to\sum_j\phi_jG_{ji},\qquad \tilde\phi_i\to\sum_j\tilde\phi_jG_{ji},
$$

with any invertible matrix $G$, must leave the map from $\tilde\psi$ to $\psi$ unchanged. Superposition requires the map to be linear, so the amplitude of pair $i$ is a linear functional $\langle p_i|\tilde\psi\rangle$. For the sum $\sum_i\phi_i\langle p_i|\tilde\psi\rangle$ to be invariant, the functionals must transform inversely, $\langle p_i|\to\sum_k(G^{-1})_{ik}\langle p_k|$, because then

$$
\sum_{ijk}|\phi_j\rangle G_{ji}(G^{-1})_{ik}\langle p_k|=\sum_j|\phi_j\rangle\langle p_j| .
$$

The case $G=\lambda$ is the dimensional argument: rescaling a pair by $\lambda$ rescales its projector by $1/\lambda^*$, and $\langle p_i|\tilde\phi_j\rangle$ is a pure number. The simplest invariant combinations are two functions,

$$
\psi^1=\sum_i\phi_i\langle p_i|\tilde\psi\rangle,\qquad
\tilde\psi^1=\sum_i\tilde\phi_i\langle p_i|\tilde\psi\rangle ,
$$

and the construction below shows that an expectation value is built from products of $\tilde\psi$, $\psi^1$ and $\tilde\psi^1$ alone. It remains to find which products occur.

Atomic units are used in the algebra. The functions $\phi_i$ and $\tilde\phi_i$ coincide outside $\Omega$ and join with equal value and slope at $r_c$. The projectors $p_i$ vanish outside $\Omega$, and the $\tilde\phi_i$ are linearly independent inside it. Integrals containing only partial waves are taken over $\Omega$, since the waves need not be normalizable in all space.

Suppose first that $\tilde\psi=\sum_ic_i\tilde\phi_i$ inside $\Omega$. We ask for a linear operator $T$ that turns every $\tilde\phi_i$ into $\phi_i$ and changes nothing outside. Linearity gives $\psi=\sum_ic_i\phi_i$ inside, with the same coefficients. Replacing the smooth expansion by the true one means

$$
\psi=\tilde\psi+\sum_i(\phi_i-\tilde\phi_i)c_i,\qquad c_i=\langle p_i|\tilde\psi\rangle .
$$

For $\tilde\psi=\tilde\phi_j$ the coefficients are $c_i=\delta_{ij}$, which demands the duality

$$
\langle p_i|\tilde\phi_j\rangle=\delta_{ij}.
$$

With $\Delta_i=\phi_i-\tilde\phi_i$, which is zero outside $\Omega$, Blöchl's transformation is

$$
T=1+D,\qquad D=\sum_i|\Delta_i\rangle\langle p_i| .
$$

This operator is defined for any $\tilde\psi$, including one that the $\tilde\phi_i$ cannot expand. Define

$$
P=\sum_i|\tilde\phi_i\rangle\langle p_i|,\qquad v=\tilde\psi-P\tilde\psi=\tilde\psi-\tilde\psi^1 .
$$

Duality gives $P^2=P$ and $\langle p_i|v\rangle=0$. Inside the sphere $v$ is the part of the smooth function that the set misses, and the set is complete there when $v=0$ in $\Omega$ for every admissible $\tilde\psi$. For an infinite set, the sums are assumed to converge and $P$ to be bounded.

An incomplete set does not by itself spoil the transformation. To invert $\psi=\tilde\psi+\sum_i\Delta_ic_i$, apply $\langle p_j|$ and define $M_{ji}=\langle p_j|\phi_i\rangle$. Since $\langle p_j|\Delta_i\rangle=M_{ji}-\delta_{ji}$,

$$
\langle p_j|\psi\rangle=c_j+\sum_i(M_{ji}-\delta_{ji})c_i=\sum_iM_{ji}c_i .
$$

For a finite set with invertible $M$ we can solve for $c_i$ and obtain

$$
\tilde\psi=\psi-\sum_{ij}\Delta_i(M^{-1})_{ij}\langle p_j|\psi\rangle .
$$

If instead $Mc=0$ for some $c\neq0$, the function $\tilde\psi=-\sum_i\Delta_ic_i$ has $\langle p_j|\tilde\psi\rangle=-[(M-1)c]_j=c_j$, so $T\tilde\psi=0$ and the inverse does not exist. With $M$ invertible, $H\psi=E\psi$ is equivalent to

$$
T^\dagger HT\,\tilde\psi=E\,T^\dagger T\,\tilde\psi .
$$

This equation has the same eigenvalues as the original one, however few partial waves are used. Any error due to incompleteness must therefore enter when $T^\dagger AT$ is simplified.

Let $A$ be a Hermitian local operator: $(Af)(\mathbf r)$ depends on $f$ at $\mathbf r$, or on its derivatives there. Put $b=\psi^1$, $c=\tilde\psi^1$ and $d=b-c=D\tilde\psi$, so that $\psi=\tilde\psi+d$. Then

$$
\langle\psi|A|\psi\rangle=\langle\tilde\psi|A|\tilde\psi\rangle
+2\,\mathrm{Re}\langle d|A|\tilde\psi\rangle+\langle d|A|d\rangle .
$$

We want to bring out the difference of one-centre expectation values. Substituting $b=c+d$ gives

$$
\langle b|A|b\rangle-\langle c|A|c\rangle
=2\,\mathrm{Re}\langle d|A|c\rangle+\langle d|A|d\rangle .
$$

Solving this for $\langle d|A|d\rangle$ and inserting it in the previous line yields

$$
\langle\psi|A|\psi\rangle=\langle\tilde\psi|A|\tilde\psi\rangle
+\langle\psi^1|A|\psi^1\rangle-\langle\tilde\psi^1|A|\tilde\psi^1\rangle+R,
$$

$$
R=2\,\mathrm{Re}\langle\psi^1-\tilde\psi^1|A|\tilde\psi\rangle
-2\,\mathrm{Re}\langle\psi^1-\tilde\psi^1|A|\tilde\psi^1\rangle
=2\,\mathrm{Re}\langle d|A|v\rangle .
$$

The two terms in the middle are the cross terms. One joins the sphere correction $d$ to the full smooth function, the other joins it to the one-centre expansion of that function, with the opposite sign. They cancel to the extent that $\tilde\psi$ and $\tilde\psi^1$ agree.

Locality now matters. The function $d$ vanishes outside $\Omega$, so $R$ involves $v$ inside the sphere alone. A complete set has $v=0$ there, hence $R=0$. The three remaining terms are the expectation value of the pseudo-operator

$$
\tilde A=A+\sum_{ij}|p_i\rangle
\left(\langle\phi_i|A|\phi_j\rangle-\langle\tilde\phi_i|A|\tilde\phi_j\rangle\right)
\langle p_j| ,
$$

because $\langle\psi^1|A|\psi^1\rangle=\sum_{ij}\langle\tilde\psi|p_i\rangle\langle\phi_i|A|\phi_j\rangle\langle p_j|\tilde\psi\rangle$, and likewise for the smooth waves. For a nonlocal $A$, such as an exchange operator, $\langle d|A|v\rangle$ also samples $v$ outside the sphere. There $\tilde\psi$ and its one-centre expansion generally differ, so completeness inside $\Omega$ no longer removes the term.

The kinetic energy is local in the wider sense, but its derivatives could leave a surface term. In gradient form its cross term contains

$$
\frac12\int_\Omega\nabla\Delta_i^*\cdot\nabla v\,d^3r
=\frac12\oint v\,\partial_n\Delta_i^*\,dS
-\frac12\int_\Omega v\,\nabla^2\Delta_i^*\,d^3r .
$$

The slopes of $\phi_i$ and $\tilde\phi_i$ agree at $r_c$, so the surface integral vanishes. A kink at the sphere would leave it in place wherever $v$ is nonzero on the surface.

With several atoms, $T=1+\sum_aD_a$. If the spheres do not overlap, $\langle D_a\tilde\psi|A|D_b\tilde\psi\rangle=0$ for $a\ne b$, because a local $A$ cannot connect functions with disjoint supports. The expansion above then applies sphere by sphere, and the corrections and remainders add. Overlapping spheres bring back terms between atoms. In the frozen-core approximation the expectation values of the core orbitals are added separately.

Is completeness also necessary? For a single state it is not, since the integral $\langle d|A|v\rangle$ can vanish by accident. To treat all states, write $\tilde\psi=u+v$ inside $\Omega$, with $u=\sum_ic_i\tilde\phi_i$ and $\langle p_i|v\rangle=0$. The coefficients $c_i$ and the function $v$ can be chosen independently, and

$$
R=2\,\mathrm{Re}\sum_ic_i^*\langle\Delta_i|A|v\rangle .
$$

Taking one $c_i$ first equal to 1 and then to the imaginary unit shows that $R=0$ for every state requires both the real and the imaginary part of $\langle\Delta_i|A|v\rangle$ to vanish. Thus $A\Delta_i$, taken as square integrable, must be orthogonal to every $v$ that is orthogonal to all projectors. This means that

$$
A\Delta_i\in\overline{\mathrm{span}}\{p_j\}\qquad\text{for every }i,
$$

where the bar denotes the closed span. The condition is also sufficient. For one given operator it is weaker than completeness.

A single partial wave shows the difference. If $\langle\tilde\phi_1|\Delta_1\rangle\ne0$, choose

$$
p_1=\frac{\Delta_1}{\langle\tilde\phi_1|\Delta_1\rangle},
$$

which satisfies $\langle p_1|\tilde\phi_1\rangle=1$. For $A=1$ the remainder is proportional to $\langle\Delta_1|v\rangle$, hence to $\langle p_1|v\rangle=0$. One wave is far from complete, yet the norm is right for every $\tilde\psi$. For $A=-1/r$ the function $A\Delta_1$ is not proportional to $p_1$, and the protection is lost.

The necessity of completeness appears when one set must serve every multiplicative operator $A(\mathbf r)$. Fix a missed function $v$ and choose $A=\mathrm{Re}(\Delta_i^*v)$ inside the sphere. The real part of the required condition becomes

$$
\mathrm{Re}\int_\Omega\Delta_i^*Av\,d^3r
=\int_\Omega[\mathrm{Re}(\Delta_i^*v)]^2d^3r=0 ,
$$

so $\mathrm{Re}(\Delta_i^*v)=0$. Choosing $A=\mathrm{Im}(\Delta_i^*v)$ and using the imaginary part gives the same result for $\mathrm{Im}(\Delta_i^*v)$. If these products are unbounded, their signs serve as bounded operators and lead to the same conclusion. Hence $v=0$ wherever at least one $\Delta_i$ is nonzero. If the $\Delta_i$ have no common region of zeros of nonzero volume in $\Omega$, this is completeness inside the sphere.

The precise statement is therefore that the cross terms cancel for all smooth functions and all multiplicative local operators if and only if the set is complete inside the sphere, given this condition on the $\Delta_i$. A finite set with some $\Delta_i\neq0$ cannot meet the demand: among $n+1$ independent functions supported where $\Delta_i\ne0$, some nonzero combination is orthogonal to all $n$ projectors.

The density shows the same thing point by point. Using a delta function at $\mathbf r$ as the operator, for functions continuous there, gives

$$
|\psi|^2=|\tilde\psi|^2+|\psi^1|^2-|\tilde\psi^1|^2
+2\,\mathrm{Re}\left[(\psi^1-\tilde\psi^1)^*(\tilde\psi-\tilde\psi^1)\right].
$$

The last term is the density missed by the shortened formula. It is a product of two differences, so it is small if the smooth waves resemble the true ones or if the expansion is good. For an operator with finite $\|Ad\|$, the Schwarz inequality gives

$$
|R|\le2\,\|Ad\|\,\|v\|_\Omega .
$$

At fixed $d$ the error is of first order in the missed part.

The choice $A=1$ makes the connection with ultrasoft pseudopotentials. The shortened formula becomes the overlap operator

$$
S=1+\sum_{ij}|p_i\rangle q_{ij}\langle p_j|,\qquad
q_{ij}=\langle\phi_i|\phi_j\rangle_\Omega-\langle\tilde\phi_i|\tilde\phi_j\rangle_\Omega .
$$

The matrix $q_{ij}$ restores the norm that the smooth waves lack. If norm conservation is imposed in the generalized form $q_{ij}=0$, then $S=1$. The full overlap is, however,

$$
T^\dagger T=S+D^\dagger(1-P)+(1-P)^\dagger D ,
$$

where products with $D$ are confined to $\Omega$. This follows from the remainder with $A=1$. Thus $S$ and $T^\dagger T$ agree for a complete set, or under the weaker condition $\Delta_i\in\overline{\mathrm{span}}\{p_j\}$. Norm conservation alone does not make them equal.

For a numerical case, take a nonrelativistic hydrogen atom with a fixed point nucleus at the centre of a hard-wall sphere of radius $2.0$ Å. We use its second s state and an augmentation radius $r_c=0.6$ Å. There is no core. With $\psi=u(r)/(\sqrt{4\pi}\,r)$, the radial equation is

$$
-\frac12u''-\frac1ru=Eu,\qquad u(0)=0,
$$

and $u$ vanishes at the wall. Its power-series solution gives $E=14.1765$ eV, or $0.52098$ hartree. A finite-difference diagonalization gives the same value to the digits quoted in eV. The energy is positive because confinement outweighs attraction: the kinetic energy is $37.6820$ eV and the potential energy $-23.5055$ eV.

The partial waves are regular solutions of the radial equation at $0$, $30$ and $60$ eV, normalized to one inside $\Omega$. The radial function of each smooth partner is a combination of $r$, $r^3$, $r^5$ and $r^7$, whose four coefficients match the value and first three derivatives at $r_c$. The projectors are

$$
p_i=\sum_j(B^{-1})_{ij}\,k\,\tilde\phi_j,\qquad
B_{ij}=\langle\tilde\phi_i|k|\tilde\phi_j\rangle,\qquad
k=\left(1-\frac{r^2}{r_c^2}\right)^2 ,
$$

and duality follows from $B^{-1}B=1$. The diagonal $q_{ii}$ are $0.100$, $0.179$ and $0.283$, so the smooth partners lack between 10 and 28 percent of the squared norm of their true waves inside the sphere. These are not norm-conserving waves.

For each set the pseudo state is obtained from the true one by the inverse transformation. The determinants of $M$ are $1.10$, $1.28$ and $1.82$ for one, two and three waves, so the inverse exists in each case. Transforming back recovers the true state within numerical tolerance even with one wave, which tests the statement that $T$ itself does not need a complete set.

With one wave, the two cross terms of the potential energy are $-2.6978$ and $+2.5442$ eV. Their sum is

$$
R_V=-2.6978+2.5442=-0.1536\ \mathrm{eV}.
$$

The cancellation is substantial but unfinished. The kinetic remainder is $+0.6634$ eV, so the total energy remainder is

$$
R_E=0.6634-0.1536=0.5098\ \mathrm{eV}.
$$

The shortened formula gives $13.6667$ eV, and adding $R_E$ restores $14.1765$ eV. It also gives a norm of $0.99888$ instead of 1. Dividing by this norm changes the energy estimate to $13.6667/0.99888=13.682$ eV, which is still about $0.49$ eV too low. Renormalization does not replace the missing cross terms.

The following values show how the remainder changes as waves are added. The missed norm is $\|v\|_\Omega$, with the true state normalized to one in the whole box.

| Waves | Missed norm | $R_V$ (eV) | $R_E$ (eV) |
|---:|---:|---:|---:|
| 1 | $7.47\times10^{-2}$ | $-0.154$ | $0.510$ |
| 2 | $2.42\times10^{-3}$ | $0.00299$ | $-0.00602$ |
| 3 | $9.12\times10^{-5}$ | $-0.000069$ | $0.000138$ |

The true state has squared norm $0.2865$ inside the sphere, hence amplitude norm $\sqrt{0.2865}=0.535$. With one wave the missed part is therefore $0.0747/0.535$, about 14 percent of that amplitude. The individual potential cross terms stay near 3 eV in magnitude for two and three waves; it is their sum that becomes small. The sign of $R_E$ alternates, so the shortened formula, evaluated in the exact pseudo state, lies below the energy, then above, then below in this sequence.

These values are not the errors of the eigenvalue obtained by solving $\tilde H\tilde\psi=E\,S\tilde\psi$ with the shortened operators. Writing $T^\dagger AT=\tilde A+D^\dagger A(1-P)+(1-P)^\dagger AD$ for $A=H-E$ and using $T^\dagger(H-E)T\tilde\psi=0$ gives

$$
(\tilde H-ES)\tilde\psi=-D^\dagger(H-E)v-(1-P)^\dagger(H-E)d .
$$

The first term on the right is small when $v$ is small. The second contains no $v$ and vanishes only if $(H-E)d$ lies in the span of the projectors. The exact pseudo state is therefore in general not an exact solution of the shortened problem, and a small $R_E$ alone does not bound the error of that eigenvalue. In this model the second term has norm $0.52$, $0.45$ and $0.40$ hartree for one, two and three waves, while the first falls from $2\times10^{-2}$ to $3\times10^{-5}$ hartree. Solving the shortened problem gives $13.229$, $14.081$ and $14.129$ eV, too low by $0.947$, $0.096$ and $0.048$ eV; with three waves this is about 350 times $|R_E|$. These figures belong to a model in which the bare $-1/r$ acts on the smooth function and the projectors are not built from the Hamiltonian. They are not the errors of a practical PAW data set, which uses a smooth local potential.

From one wave to two, the missed norm falls by a factor of about 31 and $|R_E|$ by about 85. The Schwarz inequality permits this, since it is only an upper bound.

The density at the nucleus probes one point, where the smooth waves lack the Coulomb cusp. Its true value is $2.7282$ Å$^{-3}$. One wave leaves a remainder of $0.1276$ Å$^{-3}$, or $4.7$ percent of the true value, whereas the norm is wrong by about $0.11$ percent. With two waves the magnitude of the contact-density error is $0.14$ percent, and with three it is about $0.005$ percent. A good norm thus does not guarantee the same relative accuracy for another operator.

These small errors belong to one state and a few operators. The converse was tested by normalizing $v$ to one in $\Omega$, taking $\tilde\psi=\tilde\phi_1+v$, and using $A\propto r^2\Delta_1v$, the product of the two radial functions, scaled to a largest magnitude of one (the positive factor $r^2$ keeps the integrand $\Delta_1Av$ non-negative, so the argument above is unchanged). The remainders are $0.0256$, $0.0146$ and $0.0105$ for one, two and three waves. Even the set whose energy remainder in the exact pseudo state is about $0.0001$ eV misses a contribution of $0.0105$ when the state and operator are chosen to expose its gap. The size depends on the scaling: the trial state is not normalized (its transform has squared norm $1.46$ in the sphere), and the operator without the factor $r^2$, scaled the same way, gives $0.0029$. What matters is that this remainder falls by only a factor of two to three from one wave to three, while $|R_E|$ falls by more than three orders of magnitude.

The special projector $p_1\propto\Delta_1$ was tested on four functions with $u\propto r,r^2,r^3,r^4$, each normalized inside the sphere. The largest norm remainder is $4.4\times10^{-16}$, which is rounding error, while the largest potential remainder is $0.286$ eV. Cancellation for one operator is therefore no evidence of completeness. The full set of values is given in the numerical output.

## Values computed for the example and the checks

```
box radius 2.00 angstrom, sphere radius 0.60 angstrom
second s level: 14.17650 eV (0.520977 hartree)
same level, finite differences: 14.17649 eV
norm of true state inside sphere: 0.28653
direct norm: 1.000000 
direct kinetic: 37.682021 eV
direct potential: -23.505526 eV
direct energy: 14.176496 eV
direct contact: 2.728150 1/angstrom^3
wave at 0 eV: augmentation norm q_ii = 0.099690
wave at 30 eV: augmentation norm q_ii = 0.179223
wave at 60 eV: augmentation norm q_ii = 0.282934
--- 1 partial wave(s): det M = 1.09857, missed part of pseudo state (norm) = 7.470e-02
norm: formula 0.998879, R 1.121e-03 
kinetic: formula 37.018596, R 6.634e-01 eV
potential: formula -23.351913, R -1.536e-01 eV
energy: formula 13.666682, R 5.098e-01 eV
contact: formula 2.600536, R 1.276e-01 1/angstrom^3
potential cross terms: -2.697792 and 2.544180 eV
R for the operator built to expose the gap: 2.557e-02
--- 2 partial wave(s): det M = 1.28093, missed part of pseudo state (norm) = 2.417e-03
norm: formula 1.000013, R -1.284e-05 
kinetic: formula 37.691027, R -9.006e-03 eV
potential: formula -23.508515, R 2.989e-03 eV
energy: formula 14.182512, R -6.017e-03 eV
contact: formula 2.731875, R -3.724e-03 1/angstrom^3
potential cross terms: -3.004873 and 3.007862 eV
R for the operator built to expose the gap: 1.457e-02
--- 3 partial wave(s): det M = 1.82084, missed part of pseudo state (norm) = 9.121e-05
norm: formula 1.000000, R 1.900e-07 
kinetic: formula 37.681814, R 2.070e-04 eV
potential: formula -23.505456, R -6.945e-05 eV
energy: formula 14.176358, R 1.376e-04 eV
contact: formula 2.728025, R 1.252e-04 1/angstrom^3
potential cross terms: -2.978809 and 2.978739 eV
R for the operator built to expose the gap: 1.052e-02
--- one projector proportional to phi - phit, trials u = r^1..r^4
largest |R| for the norm: 4.4e-16
largest |R| for the potential: 2.8609e-01 eV
```
